\section*{Why an Ehrlich-Schwoebel Barrier Bunches Steps in Sublimation, Not Growth}

\section{A staircase with one slow edge}

A crystal cut slightly off a low-index plane has flat terraces separated by steps of atomic height. In growth, deposited atoms diffuse over the terraces and are built in at the steps. In sublimation, the steps release atoms, which diffuse and then evaporate. An adatom that approaches a step from the upper terrace must often pass an extra energy barrier at the edge, the Ehrlich-Schwoebel (ES) barrier. A barrier is called normal when it makes attachment from the upper terrace slower than attachment from the lower one.

Since such a barrier holds atoms back from descending, one might expect it to crowd the steps together during growth. Two alternating terrace widths are enough to test this claim.

Let the surface descend towards $+x$, with straight parallel steps at $x_n$. Terrace $n$ has width $w_n=x_{n+1}-x_n$. At its left edge is step $n$, which leads up; at its right edge is step $n+1$, which leads down. A step that gains atoms moves towards $+x$, over its lower terrace. Lengths are in site spacings, the area per site is 1, and time is in seconds.

\section{Atoms reaching the two edges}

Let $c(x)$ be the adatom coverage, $D$ the diffusion constant, $\tau$ the mean time before desorption and $F$ the deposition rate. The coverage is low, no islands form, and atoms do not cross a step without attaching. Steps move slowly enough for $c$ to be stationary at each instant:
\begin{equation}
D c''-\frac{c}{\tau}+F=0 .
\end{equation}
With $x$ measured from the left edge, the attachment conditions are
\begin{equation}
Dc'(0)=k_+[c(0)-c_L],\qquad -Dc'(w)=k_-[c(w)-c_R],
\end{equation}
where $c_L,c_R$ are the coverages in equilibrium with the two steps. Both expressions count atoms flowing into a step. The rate $k_+$ belongs to attachment from the lower terrace, $k_-$ to attachment from the upper one. Define $l_\pm=D/k_\pm$; a normal barrier means $l_->l_+$.

These lengths follow from hopping. Let $\nu=D$ be the hop rate on the terrace and $\nu'$ the rate from the last site into the step. With emission fixed by detailed balance, the inflow is $J=\nu'(c_{\rm last}-c_{\rm eq})$. The edge lies half a site beyond the last site, so to leading order $c_{\rm last}=c_{\rm edge}+J/(2\nu)$. Solving for $J$ gives
\begin{equation}
J=\frac{D}{l}(c_{\rm edge}-c_{\rm eq}),\qquad l=\frac{\nu}{\nu'}-\frac12 .
\end{equation}
Without a barrier $l_+=1/2$; with a barrier $E$ and an unchanged prefactor, $l_-=e^{E/kT}-1/2$.

Now set $\lambda=\sqrt{D\tau}$, $q=w/\lambda$, $a=l_+/\lambda$, $b=l_-/\lambda$ and $S_i=F\tau-c_i$. The function $s=c-F\tau$ obeys $s''=s/\lambda^2$, hence
\begin{equation}
s=P\cosh(x/\lambda)+Q\sinh(x/\lambda).
\end{equation}
Because $c-c_i=s+S_i$, the edge conditions become
\begin{align}
aQ&=P+S_L,\\
-b(P\sinh q+Q\cosh q)&=P\cosh q+Q\sinh q+S_R .
\end{align}
The first gives $P=aQ-S_L$. Inserting this in the second and collecting $Q$,
\begin{equation}
QM=(\cosh q+b\sinh q)S_L-S_R,
\end{equation}
\begin{equation}
M=(a+b)\cosh q+(1+ab)\sinh q .
\end{equation}
The inflow at the left edge is $f_L=Ds'(0)=DQ/\lambda$. Reflecting the terrace exchanges $a$ with $b$ and $L$ with $R$, and leaves $M$ unchanged. Therefore
\begin{align}
f_L&=\frac{D}{\lambda M}\left[(\cosh q+b\sinh q)S_L-S_R\right],\label{fl}\\
f_R&=\frac{D}{\lambda M}\left[(\cosh q+a\sinh q)S_R-S_L\right].\label{fr}
\end{align}
For steps that do not interact, $c_L=c_R=c_0$ and $S_L=S_R=S=F\tau-c_0$, so
\begin{equation}
f_L=\frac{DS}{\lambda}\frac{\cosh q-1+b\sinh q}{M},\quad
f_R=\frac{DS}{\lambda}\frac{\cosh q-1+a\sinh q}{M}.
\label{equal}
\end{equation}

\section{The counter-example}

Take round model parameters: $T=1000$ K, $E=0.20$ eV, $D=10^6$ sites$^2$/s, $\tau=0.01$ s and $c_0=10^{-4}$ per site. Then $\lambda=100$ sites. With $kT=0.08617$ eV the hop ratio at the descending edge is $e^{-E/kT}=0.09818$, so $l_-=1/0.09818-0.5=9.685$ sites, while $l_+=0.5$ site. Thus $a=0.005$ and $b=0.09685$.

For growth let $F=0.02$ layers/s. Desorption at the equilibrium coverage removes $c_0/\tau=0.01$ layers/s, which leaves a net supply of $+0.01$ layers/s. Here $S=10^{-4}$ and $DS/\lambda=1$ in the units used, so the inflows are the fractions in (\ref{equal}).

Let terraces of 22 and 18 sites alternate. For the wide terrace, $q=0.22$, $\cosh q=1.02430$, $\sinh q=0.22178$ and $M=0.32621$:
\begin{align}
f_L(22)&=\frac{0.02430+0.09685\times0.22178}{0.32621}=0.1403,\\
f_R(22)&=\frac{0.02430+0.005\times0.22178}{0.32621}=0.0779 .
\end{align}
The same calculation with $q=0.18$ gives $f_L(18)=0.1187$ and $f_R(18)=0.0603$.

Each step collects atoms from both sides. The ascending edge of a wide terrace has a narrow terrace behind it; the descending edge has a narrow terrace in front. Their speeds in sites/s are
\begin{align}
v_{\rm asc}&=f_L(22)+f_R(18)=0.2006,\\
v_{\rm desc}&=f_L(18)+f_R(22)=0.1966 .
\end{align}
The wide terrace changes at the rate $v_{\rm desc}-v_{\rm asc}=-0.0040$ sites/s. It narrows, and its narrow neighbours widen. This contradicts the claim that a normal barrier makes steps pair up during growth.

Now stop deposition. With $F=0$, $S=-10^{-4}$: the net supply is $-0.01$ layers/s and every inflow changes sign. The speeds become $-0.2006$ and $-0.1966$ sites/s, and the wide terrace grows at $+0.0040$ sites/s. The barrier is the same, but the narrow terraces now shrink.

The mechanism can be read from the inflows. When a terrace widens from 18 to 22 sites, the exchange with its ascending edge rises by 0.0217 and that with its descending edge by 0.0176. In growth the larger gain pushes the ascending step into the wide terrace. In sublimation the same edge supplies the larger share of the extra evaporating atoms, and it retreats from the wide terrace.

\section{The correct statement and its proof}

Within this model, for identical steps without mutual interaction, a normal ES barrier damps every small disturbance of a uniform train of terrace widths when $F>c_0/\tau$, and amplifies every one when $F<c_0/\tau$. An inverse barrier, $l_-<l_+$, reverses both results.

\subsection{Small disturbances}

The speed of step $n$ is $v_n=f_L(w_n)+f_R(w_{n-1})$. Since $\dot w_n=v_{n+1}-v_n$,
\begin{equation}
\dot w_n=f_L(w_{n+1})-f_L(w_n)+f_R(w_n)-f_R(w_{n-1}).
\label{widths}
\end{equation}
Insert $w_n=w+\eta e^{in\phi+\sigma t}$ and keep terms linear in $\eta$:
\begin{equation}
\sigma=f_L'(w)(e^{i\phi}-1)+f_R'(w)(1-e^{-i\phi}).
\end{equation}
The real parts of the two brackets are $-(1-\cos\phi)$ and $+(1-\cos\phi)$, so
\begin{equation}
{\rm Re}\,\sigma=-(1-\cos\phi)K,\qquad K=f_L'(w)-f_R'(w).
\end{equation}
The imaginary part makes the pattern travel along the train without changing its amplitude.

To find $K$, subtract the two expressions in (\ref{equal}) and divide numerator and denominator by $\sinh q$:
\begin{equation}
h(w)\equiv f_L-f_R=\frac{DS}{\lambda}\,
\frac{b-a}{(a+b)\coth q+1+ab}.
\end{equation}
Differentiation uses $d\coth q/dq=-1/\sinh^2q$ and $dq/dw=1/\lambda$:
\begin{equation}
K=\frac{DS}{\lambda^2}\,
\frac{(b-a)(a+b)}{\sinh^2q\,[(a+b)\coth q+1+ab]^2}.
\end{equation}
The denominator is $M^2$, and $D/\lambda^2=1/\tau$. Hence
\begin{equation}
K=\left(F-\frac{c_0}{\tau}\right)\frac{b^2-a^2}{M^2}.
\label{K}
\end{equation}
For $b>a$ the sign of $K$ is the sign of the net supply, whatever the width. The factor $1-\cos\phi$ is positive for every non-uniform disturbance. This proves the statement. At balance, $F=c_0/\tau$, all inflows in (\ref{equal}) vanish: steps without mutual interaction stand still, and the widths do not change, with or without a barrier.

\subsection{Alternating terraces of any amplitude}

For alternating widths $W$ and $N$, equation (\ref{widths}) becomes
\begin{equation}
\dot W=-[h(W)-h(N)] .
\end{equation}
Since $h'=K$ keeps one sign for all widths, $h$ is monotonic. A normal barrier therefore makes the wider terrace shrink in growth and widen in sublimation, even when the difference is not small.

For the example at $w=20$ sites, $M=0.30533$ and
\begin{equation}
K=0.01\times\frac{0.09685^2-0.005^2}{0.30533^2}
=1.003\times10^{-3}\ {\rm s}^{-1}.
\end{equation}
An alternating pattern has $\phi=\pi$ and here an amplitude of 2 sites. Linear theory gives $\dot W=-2K\times2=-4.01\times10^{-3}$ sites/s, within about 0.5\% of the full value $-4.03\times10^{-3}$ sites/s.

\subsection{Two limits}

If desorption is slow enough that $\lambda$ greatly exceeds $w$, $l_+$ and $l_-$, then $M\simeq(w+l_++l_-)/\lambda$. At fixed net supply,
\begin{equation}
K\to\left(F-\frac{c_0}{\tau}\right)
\frac{l_-^2-l_+^2}{(w+l_++l_-)^2}.
\end{equation}
For the example lengths and $+0.01$ layers/s this gives $1.027\times10^{-3}$ s$^{-1}$, about 2\% above the value at $\lambda=100$ sites. If in addition $l_-$ far exceeds $w$ and $l_+$, the fraction tends to 1: nearly all atoms are exchanged with the ascending edge, and $K$ approaches the net supply itself.

In the opposite limit, $w\gg\lambda$, both hyperbolic functions approach $e^q/2$ and $M\simeq(1+a)(1+b)e^q/2$. Then
\begin{equation}
K\simeq4\left(F-\frac{c_0}{\tau}\right)
\frac{b^2-a^2}{(1+a)^2(1+b)^2}\,e^{-2w/\lambda}.
\end{equation}
Most atoms in the middle of such a terrace desorb before they reach a step. The inflows then hardly depend on the width, and for steps without mutual interaction the effect of the barrier on the spacing becomes exponentially small.

\section{Why sublimation favours bunching but need not produce it}

Steps of the same sign commonly repel. Let the repulsion energy per unit step length be $A/w_n^2$ for each terrace. Adding atoms moves step $n$ towards $+x$, which shortens $w_n$ and lengthens $w_{n-1}$. Its chemical potential is therefore
\begin{equation}
\mu_n=\frac{\partial}{\partial x_n}
\left(\frac{A}{w_{n-1}^2}+\frac{A}{w_n^2}\right)
=\frac{2A}{w_n^3}-\frac{2A}{w_{n-1}^3}.
\end{equation}
For $|\mu_n|\ll kT$ the equilibrium coverage at the step is $c_n=c_0(1+\epsilon_n)$, where
\begin{equation}
\epsilon_n=g\left[\left(\frac{w}{w_n}\right)^3-
\left(\frac{w}{w_{n-1}}\right)^3\right],\qquad
g=\frac{2A}{kTw^3}.
\end{equation}

Let $u_n\propto e^{in\phi}$ be the displacement of step $n$ from its place in the uniform train. Then $w_n=w+u_{n+1}-u_n$, and to first order
\begin{equation}
\epsilon_n=-\frac{3g}{w}(u_{n+1}-2u_n+u_{n-1})
=\frac{6g}{w}(1-\cos\phi)\,u_n .
\end{equation}
These shifts enter (\ref{fl}) and (\ref{fr}) through $S_n=S-c_0\epsilon_n$. Step $n$ is the left edge of terrace $n$ and the right edge of terrace $n-1$, so its speed changes by
\begin{align}
\delta v_n&=-\frac{Dc_0}{\lambda M}\big\{[2\cosh q+(a+b)\sinh q]\epsilon_n
-\epsilon_{n+1}-\epsilon_{n-1}\big\}\nonumber\\
&=-\frac{Dc_0}{\lambda M}\left[B+2(1-\cos\phi)\right]\epsilon_n,
\end{align}
with $B=2(\cosh q-1)+(a+b)\sinh q$. The second line uses $\epsilon_{n+1}+\epsilon_{n-1}=2\cos\phi\,\epsilon_n$. Displacements and widths share the same $\sigma$, because $w_n-w=(e^{i\phi}-1)u_n$. Adding this contribution to the barrier term gives
\begin{equation}
{\rm Re}\,\sigma=-z\,[K+R(B+2z)],\quad
z=1-\cos\phi,\quad R=\frac{6gDc_0}{\lambda Mw}.
\label{full}
\end{equation}
The repulsive term is damping in growth and in sublimation.

In sublimation with a normal barrier, $K=-|K|$ and
\begin{equation}
{\rm Re}\,\sigma=z\,(|K|-RB-2Rz).
\end{equation}
This is positive for some $z$ if and only if $|K|>RB$. Since $R$ is proportional to $g$, the condition reads $g<g_c$, with $g_c$ the value at which $RB=|K|$. Just below $g_c$ only small $z$, that is long waves, are unstable. Setting the derivative with respect to $z$ to zero gives the fastest mode,
\begin{equation}
z_*=\frac{|K|-RB}{4R},\qquad
{\rm Re}\,\sigma_*=2Rz_*^2 ,
\end{equation}
provided $z_*\le2$. For weaker repulsion the maximum lies at $z=2$, where steps pair.

\section{A train of sixteen steps}

Choose $g=0.001$. For the parameters above, $R=9.826\times10^{-4}$ s$^{-1}$ and $B=0.06064$, so $RB=5.96\times10^{-5}$ s$^{-1}$. This is 5.9\% of $|K|$, and the threshold is $g_c=0.001/0.0594=0.0168$. The fastest mode in sublimation has
\begin{equation}
z_*=\frac{1.0035\times10^{-3}-0.0596\times10^{-3}}
{4\times0.9826\times10^{-3}}=0.240 ,
\end{equation}
hence $\phi_*=0.708$ rad, a wavelength of 8.9 steps. Its rate is $1.13\times10^{-4}$ s$^{-1}$. The amplitude grows by a factor $e$ in about 8800 s, while 88 layers evaporate.

The nonlinear equations were followed for 16 steps on a periodic train, from the same random widths with a standard deviation of 1 site. In growth the deviation falls to 0.040 site after 20000 s and to 0.0010 site after 60000 s. The slowest mode has $\phi=2\pi/16$ and $z=0.0761$; equation (\ref{full}) gives it a decay rate of $9.2\times10^{-5}$ s$^{-1}$. Over the last 40000 s this means a factor $e^{-3.7}=0.025$, in agreement with the computed ratio.

In sublimation the deviation is 0.86 site at 20000 s, a little below its initial value, and 7.8 sites at 60000 s, with widths between 10.4 and 31.1 sites. A value below the initial one is consistent with (\ref{full}), although some waves grow from the start. Growth requires $z<2z_*=0.48$, which among the waves that fit on this train admits those of 16 and 8 steps. The shorter waves in the initial disorder decay while these two grow. This particular start holds 0.25 site in the 16-step wave and only 0.02 site in the faster 8-step wave. The 16-step wave, with a rate of $6.0\times10^{-5}$ s$^{-1}$, reaches 0.84 site at 20000 s and accounts for nearly all of the deviation. The low value is a feature of this start: most random starts contain more of the 8-step wave and exceed 1 site by then. At 60000 s the 16-step wave still dominates, and the narrow terraces have gathered in a single group. The run does not establish whether the train at 60000 s has reached a lasting shape.

\section{Where the statement stops}

The stationary treatment neglects atoms swept up by a moving step. That flux is about $vc$, a fraction $c$ of the step speed $v$. In the growth example $c$ does not exceed $F\tau=2\times10^{-4}$, whereas the two edges of a terrace differ in inflow by 0.30 of $v$. The ratio $vw/D$ is $4\times10^{-6}$. The neglect is therefore reasonable here. It needs review for a barrier so weak that the asymmetry is not much larger than the coverage. It also needs review for terraces several $\lambda$ wide, whatever the barrier: there $K$ falls as $e^{-2w/\lambda}$, and the small terms left out can exceed it and decide whether the spacing is stable.

The result concerns the spacing of straight steps. It does not decide whether a step stays straight, or what happens once islands nucleate on the terraces. Steps that atoms can cross without attaching, and other causes of bunching such as a drift of adatoms, require additional terms in the flux equations. The proof also takes all steps to be identical. Where two kinds of step alternate, each with its own normal barrier, the two terraces have different $h(w)$, and growth settles at unequal widths. For barriers of 0.20 and 0.15 eV and the parameters above, these are 32 and 8 sites without repulsion, and 22.3 and 17.7 sites with $g=0.001$. For a train of identical steps, bunching observed during growth is thus not evidence for a normal ES barrier: within this model, that barrier acts against it. The numerical output lists the main values used here and the agreement of the formulas with direct solutions of the diffusion problem.

\section*{Numbers as computed}
\begin{verbatim}
temperature: 1000 K; kT: 0.08617 eV
ES barrier: 0.20 eV; edge hop ratio: 0.09818
diffusion constant: 1.0e+06 sites^2/s
desorption time: 0.010 s; length lam: 100.0 sites
equilibrium coverage c0: 1.0e-04 per site
mean terrace width: 20.0 sites
attachment length lower side lp: 0.500 sites
attachment length upper side lm: 9.685 sites
deposition in growth: 0.020 layers/s
deposition in sublimation: 0.000 layers/s
net supply, growth: +0.010 layers/s
net supply, sublimation: -0.010 layers/s
growth inflow, ascending edge: +0.12959 atoms/s per site
growth inflow, descending edge: +0.06902 atoms/s per site
sublimation inflow, ascending: -0.12959 atoms/s per site
sublimation inflow, descending: -0.06902 atoms/s per site
share exchanged with ascending edge: 0.6525
uniform step speed, growth: +0.19861 sites/s
ratio v*w/D: 3.97e-06
coverage bound F*tau in growth: 2.0e-04 per site
K growth: +1.00346e-03 1/s; sublimation: -1.00346e-03 1/s
pairing rate without repulsion, growth: -2.00693e-03 1/s
pairing rate without repulsion, sublim.: +2.00693e-03 1/s
alternating widths: 22 and 18 sites
growth, ascending edge of wide terrace: +0.20059 sites/s
growth, descending edge of wide terrace: +0.19656 sites/s
growth, change of wide terrace: -4.03206e-03 sites/s
sublimation, ascending edge of wide terrace: -0.20059 sites/s
sublimation, descending edge of wide terrace: -0.19656 sites/s
sublimation, change of wide terrace: +4.03206e-03 sites/s
repulsion g: 0.0010; critical g: 0.01684
R: 9.82556e-04 1/s; B: 0.06064
fastest phase: 0.7077 rad
fastest wavelength: 8.88 steps
fastest bunching rate: 1.13341e-04 1/s
e-fold time: 8823 s
layers removed per e-fold: 87.6
steps in nonlinear train: 16
growth, t=0 s: width std 1.0000, min 17.033, max 21.290 sites
growth, t=20000 s: width std 0.0397, min 19.944, max 20.056 sites
growth, t=60000 s: width std 0.0010, min 19.999, max 20.001 sites
sublimation, t=0 s: width std 1.0000, min 17.033, max 21.290 sites
sublimation, t=20000 s: width std 0.8551, min 18.650, max 21.159 sites
sublimation, t=60000 s: width std 7.8229, min 10.407, max 31.062 sites
largest relative lattice-continuum gap: 1.8e-05
largest relative flux error: 4.5e-12
largest relative stability-rate error: 3.9e-08
no-desorption limit K: direct 1.02672e-03 1/s, formula 1.02672e-03 1/s
\end{verbatim}
